# Half-occupation estimates of vertical defect levels and their curvature error: test program

```python
"""
Result under test: for a level filled from f=0 to f=1 at fixed nuclei,
    E(1) - E(0) = eps(1/2) + E'''(1/2)/24 + higher terms,
where E is the Kohn-Sham energy, eps = dE/df the level eigenvalue, and
kappa = E'' the fractional-charge curvature. Uniform kappa cancels.
Model: effective-mass double donor, core charge Z=2, N electrons in one 1s
orbital, spin-restricted exchange-only LDA. Effective Rydberg units:
kinetic energy -Laplacian, repulsion 2/r, conduction-band edge at zero.
P is the one-orbital density matrix, rho = |phi|^2, density n = N*rho.
"""
import numpy as np
from numpy.polynomial import Chebyshev
from scipy.constants import physical_constants
from pyscf import gto, dft

Z = 2.0
MASS, PERMITTIVITY = 0.3, 12.0
CX = (3 / np.pi) ** (1 / 3)

# Normalized s Gaussians, then symmetric orthogonalization.
exps = 0.05 * 2.5 ** np.arange(12)
nb = len(exps)
norm = (2 * exps / np.pi) ** 0.75
nn = np.outer(norm, norm)
psum = exps[:, None] + exps[None, :]
overlap = nn * (np.pi / psum) ** 1.5
kinetic = 6 * np.outer(exps, exps) / psum * overlap
attraction = -2 * Z * nn * 2 * np.pi / psum
pp, qq = psum[:, :, None, None], psum[None, None, :, :]
repulsion = (4 * np.pi ** 2.5 / (pp * qq * np.sqrt(pp + qq))
             * nn[:, :, None, None] * nn[None, None, :, :])
sval, svec = np.linalg.eigh(overlap)
X = (svec / np.sqrt(sval)) @ svec.T
h0 = X.T @ (kinetic + attraction) @ X
eri = np.einsum('pqrs,pi,qj,rk,sl->ijkl', repulsion, X, X, X, X,
                optimize=True).reshape(nb * nb, nb * nb)

# Radial quadrature for the exchange terms.
logr = np.linspace(-12, np.log(30.0), 500)
r = np.exp(logr)
weight = 4 * np.pi * r ** 3 * (logr[1] - logr[0])
B = (norm * np.exp(-np.outer(r ** 2, exps))) @ X


def orbital_density(P):
    return np.maximum(((B @ P) * B).sum(axis=1), 0.0)


def hartree_matrix(P):
    return (eri @ P.ravel()).reshape(nb, nb)


def local_matrix(values):
    return B.T @ ((weight * values)[:, None] * B)


def energy(P, N):
    n = N * orbital_density(P)
    return (N * np.sum(P * h0) + 0.5 * N ** 2 * np.sum(P * hartree_matrix(P))
            - 1.5 * CX * np.sum(weight * n ** (4 / 3)))


c_start = np.linalg.eigh(h0)[1][:, 0]
P_start = np.outer(c_start, c_start)
cache = {}


def solve(N):
    """Self-consistent total energy, eigenvalue and density matrix."""
    key = float(N)
    if key in cache:
        return cache[key]
    P = P_start.copy()
    for _ in range(500):
        n = N * orbital_density(P)
        ham = h0 + N * hartree_matrix(P) + local_matrix(-2 * CX * np.cbrt(n))
        val, vec = np.linalg.eigh(ham)
        P_new = np.outer(vec[:, 0], vec[:, 0])
        if np.max(np.abs(P_new - P)) < 1e-10:
            cache[key] = (energy(P_new, N), val[0], P_new)
            return cache[key]
        P = 0.5 * P + 0.5 * P_new
    raise RuntimeError("self-consistency not reached")


def E(N):
    return solve(N)[0]


def eps(N):
    return solve(N)[1]


# Solver checks: one-electron limit and an independent code for scaled helium.
e_hydrogenic = np.linalg.eigvalsh(h0)[0]
assert abs(e_hydrogenic + Z ** 2) < 1e-4
mol = gto.M(atom='He 0 0 0', verbose=0,
            basis={'He': [[0, [float(a), 1.0]] for a in exps]})
mf = dft.RKS(mol)
mf.xc = 'LDA,'
mf.conv_tol = 1e-10
e_pyscf = 2 * mf.kernel()
assert mf.converged and abs(e_pyscf - E(2.0)) < 1e-4

# Janak relation: slope of total energy against eigenvalue.
janak_dev = 0.0
for N in (0.5, 1.25, 1.5, 1.75):
    slope = (E(N + 1e-3) - E(N - 1e-3)) / 2e-3
    janak_dev = max(janak_dev, abs(slope - eps(N)))
assert janak_dev < 2e-6


def analyse(a, power):
    """Midpoint correction for N=a to a+1, direct and from curvature.
    The variable s with N=a+s**power removes a cube-root endpoint."""
    mid, step = a + 0.5, 0.02
    e_low = 0.0 if a == 0 else E(a)
    delta = E(a + 1.0) - e_low
    direct = delta - eps(mid)
    k = np.arange(16)
    s = 0.5 * (1 - np.cos(np.pi * (k + 0.5) / 16))
    values = [eps(a + x ** power) for x in s]
    fit = Chebyshev.fit(s, values, 15, domain=[0, 1])
    deriv = fit.deriv()
    x, w = np.polynomial.legendre.leggauss(24)
    cut = 0.5 ** (1 / power)
    left = 0.5 * cut * (x + 1)
    right = cut + 0.5 * (1 - cut) * (x + 1)
    integral = (0.5 * (1 - cut) * np.sum(w * (1 - right ** power) * deriv(right))
                - 0.5 * cut * np.sum(w * left ** power * deriv(left)))
    kappa = (eps(mid + step) - eps(mid - step)) / (2 * step)
    third = (eps(mid + step) - 2 * eps(mid) + eps(mid - step)) / step ** 2
    return delta, direct, integral, kappa, third, deriv


delta, direct, integral, kappa, third, deriv = analyse(1.0, 1)
delta_s, direct_s, integral_s, kappa_s, third_s, _ = analyse(0.0, 3)
leading, leading_s = third / 24, third_s / 24

# Weighted-curvature identity, in the smooth and the singular case.
assert abs(direct - integral) < 1e-6
assert abs(direct_s - integral_s) < 1e-6
# Leading term and its coefficient on a shorter occupation interval.
assert abs(direct - leading) < 0.05 * abs(direct)
lam = 0.25
short = (E(1.5 + lam / 2) - E(1.5 - lam / 2) - lam * eps(1.5)) / lam ** 3
assert abs(short - leading) < 0.01 * abs(leading)

# Practical estimates and endpoint errors.
three_point = (eps(1.0) + eps(2.0) - 2 * eps(1.5)) / 6
kappa_1, kappa_2 = deriv(0.0), deriv(1.0)
end_curv = (kappa_2 - kappa_1) / 24
assert abs(three_point - direct) < 0.1 * abs(direct)
assert abs(end_curv - direct) < 0.1 * abs(direct)
err_low, err_high = eps(1.0) - delta, eps(2.0) - delta
pred_low, pred_high = -kappa / 2 + third / 12, kappa / 2 + third / 12
assert abs(err_low - pred_low) < 0.01 and abs(err_high - pred_high) < 0.01

# Curvature as bare repulsion plus orbital relaxation, at N=1.5.
P_mid = solve(1.5)[2]
dP = (solve(1.501)[2] - solve(1.499)[2]) / 2e-3
kernel_x = -(2 / 3) * CX * 1.5 ** (-2 / 3) * np.cbrt(orbital_density(P_mid))
K_rho = hartree_matrix(P_mid) + local_matrix(kernel_x)
bare, relax = np.sum(P_mid * K_rho), 1.5 * np.sum(dP * K_rho)
kappa_fine = (eps(1.501) - eps(1.499)) / 2e-3
assert abs(bare + relax - kappa_fine) < 1e-5 and relax < 0 < bare

# Midpoint correction with orbitals frozen at half occupation.
frozen = energy(P_mid, 2.0) - energy(P_mid, 1.0) - eps(1.5)
relax_part = direct - frozen
assert frozen > 0 and relax_part < 0 and direct < 0

# Cube-root eigenvalue law for an initially empty system.
tiny = 1e-9
root_num = (eps(tiny) - e_hydrogenic) / tiny ** (1 / 3)
root_formula = (-2 * CX * (Z ** 3 / np.pi) ** (4 / 3)
                * 8 * np.pi / (8 * Z / 3) ** 3)
assert abs(root_num / root_formula - 1) < 0.01
assert abs(direct_s - leading_s) > 0.2 * abs(direct_s)
functional_error = delta_s + Z ** 2
assert abs(functional_error) > abs(direct_s)

ry_ev = physical_constants['Rydberg constant times hc in eV'][0]
ry_mev = 1000 * ry_ev * MASS / PERMITTIVITY ** 2


def show(label, value, unit="Ry*", digits=5):
    print(f"{label}: {value:.{digits}f} {unit}")


show("effective mass", MASS, "electron masses", 1)
show("relative permittivity", PERMITTIVITY, "(dimensionless)", 1)
show("core charge Z", Z, "e", 0)
show("effective Rydberg Ry*", ry_mev, "meV", 3)
show("effective Bohr radius", PERMITTIVITY / MASS, "bohr", 1)
show("one-electron eigenvalue, no repulsion", e_hydrogenic)
show("E(2), independent code", e_pyscf)
print(f"largest Janak deviation: {janak_dev:.1e} Ry*")
print("Level (+/0), N from 1 to 2")
show("E(1)", E(1.0))
show("E(2)", E(2.0))
show("Delta = E(2)-E(1)", delta)
for N in (1.0, 1.25, 1.5, 1.75, 2.0):
    show(f"eigenvalue at N={N:.2f}", eps(N))
show("Delta - eps(1.5), direct", direct)
show("same, weighted curvature integral", integral)
show("E''' at N=1.5", third)
show("leading correction E'''/24", leading)
show("scaled correction, interval 0.25", short)
show("three-eigenvalue estimate", three_point)
show("curvature at N=1", kappa_1)
show("curvature at N=1.5", kappa)
show("curvature at N=2", kappa_2)
show("endpoint-curvature estimate", end_curv)
show("eps(1)-Delta, direct", err_low)
show("eps(1)-Delta, expansion", pred_low)
show("eps(2)-Delta, direct", err_high)
show("eps(2)-Delta, expansion", pred_high)
show("bare curvature at N=1.5", bare)
show("relaxation curvature at N=1.5", relax)
show("frozen-orbital midpoint correction", frozen)
show("relaxation midpoint correction", relax_part)
show("Delta", delta * ry_mev, "meV", 2)
show("eps(1.5)", eps(1.5) * ry_mev, "meV", 2)
show("eps(1.5)+E'''/24", (eps(1.5) + leading) * ry_mev, "meV", 2)
show("half-occupation error eps-Delta", -direct * ry_mev, "meV", 3)
print("Level (2+/+), N from 0 to 1")
show("Delta = E(1)-E(0)", delta_s)
show("eigenvalue at N=0.5", eps(0.5))
show("Delta - eps(0.5), direct", direct_s)
show("same, weighted curvature integral", integral_s)
show("curvature at N=0.5", kappa_s)
show("E''' at N=0.5", third_s)
show("leading correction E'''/24", leading_s)
show("cube-root coefficient, numerical", root_num)
show("cube-root coefficient, formula", root_formula)
show("functional error of Delta vs -4", functional_error)
show("Delta", delta_s * ry_mev, "meV", 2)
show("half-occupation error eps-Delta", -direct_s * ry_mev, "meV", 3)
print("all tests passed")
```

Running it gives:

```
effective mass: 0.3 electron masses
relative permittivity: 12.0 (dimensionless)
core charge Z: 2 e
effective Rydberg Ry*: 28.345 meV
effective Bohr radius: 40.0 bohr
one-electron eigenvalue, no repulsion: -3.99996 Ry*
E(2), independent code: -5.44723 Ry*
largest Janak deviation: 8.1e-08 Ry*
Level (+/0), N from 1 to 2
E(1): -3.61337 Ry*
E(2): -5.44723 Ry*
Delta = E(2)-E(1): -1.83386 Ry*
eigenvalue at N=1.00: -2.70486 Ry*
eigenvalue at N=1.25: -2.24920 Ry*
eigenvalue at N=1.50: -1.81594 Ry*
eigenvalue at N=1.75: -1.40969 Ry*
eigenvalue at N=2.00: -1.03393 Ry*
Delta - eps(1.5), direct: -0.01792 Ry*
same, weighted curvature integral: -0.01792 Ry*
E''' at N=1.5: -0.43361 Ry*
leading correction E'''/24: -0.01807 Ry*
scaled correction, interval 0.25: -0.01806 Ry*
three-eigenvalue estimate: -0.01782 Ry*
curvature at N=1: 1.85924 Ry*
curvature at N=1.5: 1.68156 Ry*
curvature at N=2: 1.43798 Ry*
endpoint-curvature estimate: -0.01755 Ry*
eps(1)-Delta, direct: -0.87100 Ry*
eps(1)-Delta, expansion: -0.87692 Ry*
eps(2)-Delta, direct: 0.79993 Ry*
eps(2)-Delta, expansion: 0.80465 Ry*
bare curvature at N=1.5: 1.91764 Ry*
relaxation curvature at N=1.5: -0.23605 Ry*
frozen-orbital midpoint correction: 0.00478 Ry*
relaxation midpoint correction: -0.02270 Ry*
Delta: -51.98 meV
eps(1.5): -51.47 meV
eps(1.5)+E'''/24: -51.99 meV
half-occupation error eps-Delta: 0.508 meV
Level (2+/+), N from 0 to 1
Delta = E(1)-E(0): -3.61337 Ry*
eigenvalue at N=0.5: -3.64858 Ry*
Delta - eps(0.5), direct: 0.03520 Ry*
same, weighted curvature integral: 0.03520 Ry*
curvature at N=0.5: 1.86303 Ry*
E''' at N=0.5: 0.42357 Ry*
leading correction E'''/24: 0.01765 Ry*
cube-root coefficient, numerical: -1.13469 Ry*
cube-root coefficient, formula: -1.13462 Ry*
functional error of Delta vs -4: 0.38663 Ry*
Delta: -102.42 meV
half-occupation error eps-Delta: -0.998 meV
all tests passed
```
